# Why a Leaky Dead Layer Can Preserve Ferroelectric Polarization After Writing

## The question

A ferroelectric memory capacitor can contain a thin layer that does not switch. After a write pulse both electrodes are returned to the same potential, yet the polarized film still feels an internal field opposing its polarization. Why can a small conductivity in the unwanted layer help to keep the written state? And when does this help arrive too late, or act on the wrong state?

## The mechanism: charge moves to the polarization step

Take a ferroelectric film of thickness \(d_f\) in series with a non-polar dead layer of thickness \(d_d\). The \(x\) axis points from the film to the dead layer, and positive polarization \(P\) points the same way. The relative permittivities are \(\epsilon_f\) and \(\epsilon_d\); \(\epsilon_f\) contains the linear response of the film, while \(P\) is its switchable part. Both layers are uniform, and the electrodes are ideal.

The electric displacements are

\[
D_f=\epsilon_0\epsilon_fE_f+P,\qquad D_d=\epsilon_0\epsilon_dE_d .
\]

Let \(q\) be the free charge per area at the internal interface. Gauss's law gives

\[
D_d-D_f=q. \tag{1}
\]

Just after a short first write, \(q\) is still nearly zero. The displacement is then continuous: the mismatch at the interface is in the polarization, which drops from \(P\) to zero. That drop is a positive bound charge \(P\) per area. Its field points away from the interface on both sides, so it opposes \(P\) in the film and points along \(+x\) in the dead layer.

The dead-layer field carries positive charge away from the interface or, equivalently, brings electrons to it. The interface acquires negative free charge, which cancels the bound charge. This is Maxwell–Wagner accumulation: free charge collects where two layers carry unequal currents. It creates a displacement jump, and that jump takes over the role of the depolarizing field. When \(q=-P\), the film has \(D_f=P\), the dead layer has \(D_d=0\), and neither contains a field.

The film can then stay polarized without an opposing field. It must, however, survive until the charge has arrived.

## The fields in the two layers

Let \(V\) be the potential of the film-side electrode relative to the other electrode. With no built-in voltage,

\[
E_fd_f+E_dd_d=V. \tag{2}
\]

Define the uncompensated charge \(s=P+q\). Equation (1) becomes

\[
\epsilon_0\epsilon_dE_d-\epsilon_0\epsilon_fE_f=s.
\]

From (2), \(E_d=(V-E_fd_f)/d_d\). Substitution and multiplication by \(d_d\) give

\[
\epsilon_0\epsilon_dV-\epsilon_0(\epsilon_dd_f+\epsilon_fd_d)E_f=sd_d .
\]

With \(N=\epsilon_0(\epsilon_fd_d+\epsilon_dd_f)\), the film field is

\[
E_f=\frac{\epsilon_0\epsilon_dV-sd_d}{N}. \tag{3}
\]

Putting this back into (2),

\[
E_d=\frac{NV-\epsilon_0\epsilon_dd_fV+sd_dd_f}{Nd_d}
=\frac{\epsilon_0\epsilon_fV+sd_f}{N}, \tag{4}
\]

because \(N-\epsilon_0\epsilon_dd_f=\epsilon_0\epsilon_fd_d\).

At short circuit, \(V=0\), the initial opposing field for \(q=0\) has magnitude

\[
E_0=\frac{Pd_d}{N}.
\]

It vanishes as \(d_d\to0\), since ideal electrodes then screen the film directly. The dead-layer field is larger than the film field by \(d_f/d_d\). A thin dead layer therefore experiences a strong field that drives the compensating current, even when the film field is modest.

## How fast the charge arrives

Let \(g_f\) and \(g_d\) be the conductivities, and take both currents to be ohmic. Current enters the interface from the film and leaves through the dead layer, so

\[
\frac{dq}{dt}=g_fE_f-g_dE_d. \tag{5}
\]

While \(P\) is fixed, \(ds/dt=dq/dt\). Setting \(V=0\) in (3) and (4) gives

\[
\frac{ds}{dt}=-\frac{g_fd_d+g_dd_f}{N}\,s .
\]

Hence

\[
s(t)=s_0e^{-t/\tau},\qquad
\tau=\frac{\epsilon_0(\epsilon_fd_d+\epsilon_dd_f)}{g_fd_d+g_dd_f}. \tag{6}
\]

For \(g_dd_f\gg g_fd_d\),

\[
\tau\simeq\frac{\epsilon_0\epsilon_d}{g_d}
\left(1+\frac{\epsilon_fd_d}{\epsilon_dd_f}\right).
\]

This is the dielectric relaxation time of the dead layer, lengthened because the interface also charges the film capacitance. If \(g_d=0\), film leakage still compensates \(P\), but with \(\tau_f=N/(g_fd_d)\). If both conductivities vanish, \(q\) cannot change.

Energy shows why the process runs towards compensation. At \(V=0\), the field energy per area is

\[
\begin{aligned}
W&=\tfrac12\epsilon_0\epsilon_fE_f^2d_f+\tfrac12\epsilon_0\epsilon_dE_d^2d_d\\
&=\frac{s^2d_fd_d}{2N^2}\,\epsilon_0(\epsilon_fd_d+\epsilon_dd_f)
=\frac{s^2d_fd_d}{2N}.
\end{aligned}
\]

The Joule power per area is

\[
g_fE_f^2d_f+g_dE_d^2d_d
=\frac{s^2d_fd_d(g_fd_d+g_dd_f)}{N^2}
=\frac{s^2d_fd_d}{N\tau},
\]

which equals \(-dW/dt=2W/\tau\). At fixed \(P\), the field energy becomes heat and reaches its minimum at \(q=-P\).

This end point does not depend on Ohm's law. Suppose each current has the sign of its local field and vanishes only with that field. For \(s>0\), the film current is negative and the dead-layer current is positive, so (5), with these currents in place of the ohmic ones, still makes \(s\) fall. For \(s<0\) both signs reverse. Nonlinear leakage changes the time law, but not the compensated state.

## The race against back-switching

Compensation preserves only the polarization that remains. To describe the race, use a Merz law: under an opposing field of magnitude \(E\), the unswitched fraction is lost at the rate

\[
r(E)=\frac1{t_0}e^{-E_a/E}.
\]

Here \(E_a\) is an activation field and \(t_0\) a time prefactor. One pair of values is used for the whole film; a spread between grains is considered later.

First keep \(P\) fixed in the field calculation, so that \(E=E_0e^{-t/\tau}\). With \(a=E_a/E_0\), the rate integrated over infinite time is

\[
H=\frac1{t_0}\int_0^\infty
\exp\!\left(-ae^{t/\tau}\right)dt .
\]

Set \(u=e^{t/\tau}\), so that \(dt=\tau\,du/u\). Then

\[
H=\frac{\tau}{t_0}\int_1^\infty\frac{e^{-au}}u\,du
=\frac{\tau}{t_0}E_1(a), \tag{7}
\]

where \(E_1\) is the exponential integral. At constant field the integrated rate would grow without limit; here it is finite.

Integration by parts gives

\[
E_1(a)=\frac{e^{-a}}a-\frac1a\int_1^\infty\frac{e^{-au}}{u^2}\,du .
\]

The last term is smaller than \(e^{-a}/a^2\), because \(u^{-2}\le1\). For large \(a\), therefore,

\[
H\simeq\frac{\tau/a}{t_0e^a}. \tag{8}
\]

The denominator is the switching time at the initial field. The numerator is the effective exposure time, and it is much shorter than \(\tau\): switching is so sensitive to field that a fractional decrease of about \(1/a\) already lowers its rate substantially. Most of the danger passes before most of the charge has arrived.

Now include the loss of polarization. Let \(f\) be the back-switched fraction and \(P_s\) the polarization just after writing:

\[
P=P_s(1-2f),\qquad \frac{df}{dt}=(1-f)r .
\]

The factor two appears because a reversed region changes its contribution from \(+P_s\) to \(-P_s\). Putting this \(P\) into (3) assumes that every region feels the field of the film-averaged polarization, which requires reversed regions much narrower than the film thickness. In this stack a square domain 10 nm wide produces about 0.8 of its own opposing field, so reversed neighbours weaken that field only a little. Results with small \(f\) hardly depend on this assumption; those with large loss do. Adding the changes of \(P\) and \(q\),

\[
\frac{ds}{dt}=-2P_s\frac{df}{dt}-\frac{s}{\tau}\le-\frac{s}{\tau}
\qquad(s\ge0). \tag{9}
\]

At \(s=0\) both the switching rate and the conduction current vanish, so a solution that starts positive does not cross zero. Its opposing field never exceeds the field of the fixed-\(P\) calculation. Since \(r\) increases with field, integrating \(df/(1-f)=r\,dt\) gives

\[
f(\infty)\le1-e^{-H}. \tag{10}
\]

Thus \(H\ll1\) guarantees small loss in this model. A large \(H\) gives no such guarantee, but it does not prove complete loss either, because back-switching itself weakens the field.

## The number: a hafnia-like capacitor

Consider a 10 nm hafnium-zirconium-oxide film with a 1 nm dead layer. Take \(\epsilon_f=30\), \(\epsilon_d=35\), \(P_s=15\) uC/cm2, \(g_f=10^{-13}\) S/cm and \(g_d=10^{-11}\) S/cm. The switching parameters are \(E_a=10\) MV/cm and \(t_0=1\) ns. These are rough model values, not a fit to one device.

The geometry gives

\[
\frac N{\epsilon_0}=30(1)+35(10)=380\ \text{nm}.
\]

Since \(P_s/\epsilon_0\) is about 169.4 MV/cm, the initial film field is \(169.4/380\simeq0.446\) MV/cm. The dead-layer field is ten times larger, 4.46 MV/cm, although the voltage across that layer is only 0.446 V. The stored energy is half the polarization times this voltage, or 3.34 uJ/cm2.

With \(\epsilon_0=8.854\times10^{-14}\) F/cm, and with the thicknesses in nanometres cancelling,

\[
\tau=\frac{8.854\times10^{-14}\times380}
{10^{-13}\times1+10^{-11}\times10}\ \text{s}
\simeq0.336\ \text{s}.
\]

After three such times, at fixed \(P\), the opposing field is 0.022 MV/cm.

For the switching race, \(a=10/0.4458\simeq22.4\). The switching time at the initial field is 5.5 s. Formula (8) estimates the exposure as \(0.336/22.4\simeq0.0150\) s; the full exponential integral gives 0.0144 s. Consequently

\[
H\simeq\frac{0.0144}{5.51}\simeq0.0026 .
\]

Numerical integration of the coupled equations for \(f\) and \(q\) leaves 99.5% of the written polarization. With every other parameter unchanged, three leakage conditions compare as follows:

- Leakage in both layers preserves 99.5% at the end of compensation.
- Film leakage alone has \(\tau_f\simeq336\) s and finally preserves 82%.
- No leakage leaves 50% after ten years.

In the last case the loss slows as \(P\), and with it the averaged opposing field, falls. This slowing belongs to the averaged model: with domains about 10 nm wide, each feeling its local field and with wall energy ignored, the same switching law removes half of the polarization within seconds. The field nevertheless remains as long as polarization remains, so this state is not protected in the way the compensated one is.

The bound (10) also gives an acceptable compensation time. At most 1% of the film switches if \(H\le-\ln(0.99)\), which for this first write requires \(\tau\le1.30\) s.

### How much charge is enough?

Full compensation needs \(P_s/e\simeq9.4\times10^{13}\) elementary charges per cm2. Useful retention may need fewer. Let a constant field \(E_h\) act for a time \(T\). If 1% of the film switches, which lowers the polarization by 2%, then

\[
\frac{T}{t_0}e^{-E_a/E_h}=-\ln(0.99),
\]

so

\[
E_h=\frac{E_a}{\ln\!\left[T/\left(-t_0\ln0.99\right)\right]} .
\]

For ten years, \(E_h\simeq0.223\) MV/cm. At fixed \(P\), the required compensation fraction is

\[
1-\frac{E_h}{E_0}=1-\frac{0.2228}{0.4458}\simeq0.50 .
\]

About \(4.7\times10^{13}\) charges per cm2 suffice if they are present from the start of the hold. The value near one half belongs to these parameters; it is not a general rule. It does show that an interface unable to hold the full charge can still give long retention in this model.

## When the same charge works against the memory

The first-write calculation assumed \(q=0\) everywhere, as for a film written before any charge has collected at the interface. Zero net polarization is not enough: in a film held for long with up and down domains, each domain collects its own compensating charge, and the domains that are then reversed start with a larger opposing field, about 1.6 times for a checkerboard of 10 nm domains and approaching twice for domains much wider than the film is thick. For the simplest case of old charge, now suppose the capacitor was held in the state \(-P_s\), at short circuit, for much longer than \(\tau\). Its interface charge is \(q=+P_s\). If a pulse much shorter than \(\tau\) then writes \(+P_s\), the old charge remains and

\[
s_0=P_s+P_s=2P_s .
\]

The new state begins with twice the opposing field, 0.892 MV/cm. The leakage that protected the old state has left a charge that attacks its successor.

Formula (7), with \(2E_0\) in place of \(E_0\), now gives \(H\simeq373\), so (10) offers no useful protection. Starting from a completely written film, the coupled equations leave only 15% of the new polarization. In the averaged model the loss stops short of complete reversal because \(s\) falls through both back-switching and conduction, as (9) shows. With domains as wide as the film is thick, each feeling its local field, the film can return almost completely to the old state.

Here the bound (10) guarantees at most 1% switching only for \(\tau\) up to about 9.1 us, all other parameters being held fixed and the full old charge still being present at the end of the pulse. At 2.5 V the same switching law needs 2 to 3 us to write 99% of the film over old charge, and with \(\tau\) near 9 us almost half of that charge has left by then, so the figure marks only the scale of the required \(\tau\). A conductivity adequate for a first write can thus be far too small for reliable rewriting.

A very long write is different again. At constant \(V\) the charge stops changing when \(g_fE_f=g_dE_d\). Together with (2), this gives

\[
E_f=\frac{Vg_d}{G},\qquad E_d=\frac{Vg_f}{G},\qquad G=g_fd_d+g_dd_f .
\]

Equation (1) then yields

\[
q_\infty=-P+\frac{\epsilon_0V(\epsilon_dg_f-\epsilon_fg_d)}G .
\]

If the electrodes are now shorted before \(q\) can change, (3) gives

\[
E_f=-\frac{(P+q_\infty)d_d}{N}
=\frac{\epsilon_0Vd_d(\epsilon_fg_d-\epsilon_dg_f)}{NG}. \tag{11}
\]

For positive \(V\) and \(\epsilon_fg_d>\epsilon_dg_f\), this field supports \(P\): the long write has overcompensated the polarization. At 2.5 V the supporting field is 0.195 MV/cm, and it then decays with the same \(\tau\). If \(\epsilon_fg_d=\epsilon_dg_f\), the applied voltage adds no steady interface charge, yet \(q_\infty=-P\) still compensates the polarization.

A 10 us write is far too short for this effect in the ohmic example. The charge moved is at most about \(4.3\times10^{-5}\) of \(P_s\), estimated from the largest dead-layer field of the first write.

## What a real capacitor changes

A thickness near 10 nm, a permittivity near 30 and a write voltage of a few volts are in the range of hafnia-based memory capacitors. The dead-layer conductivity and the single switching law are much less certain. The calculated retention is therefore a property of the model, not an observed device lifetime. The least secure assumption is ohmic transport, for the dead-layer field after writing is already 0.89 of a rough thick-film breakdown field of 5 MV/cm. At the end of the 2.5 V write, (4) gives 6.43 MV/cm, or 1.29 times that rough value. Rewriting over old charge is harsher still: the dead-layer field is 10.9 MV/cm at the end of the pulse and 8.92 MV/cm just after it, about twice the rough breakdown field. The 15% found for that case therefore shows the direction of the effect, not what a real layer would do. Nonlinear conduction or damage must then be considered.

The effect of nonlinearity can be large. Replace the dead-layer current by \(g_dE_c\sinh(E_d/E_c)\), with the field scale \(E_c=1\) MV/cm, and keep \(P\) fixed. Numerical solution gives an opposing film field of 0.183 MV/cm after \(0.3\tau\), against 0.330 MV/cm for ohmic leakage. Here \(\tau\) is still the ohmic time.

Direct tunnelling could change the time by many orders of magnitude. For a 2 eV barrier, an effective mass of 0.2 electron masses and an electrode Fermi energy of 5 eV, integrating the semiclassical transmission over the electron supply gives \(1.6\times10^6\) A/cm2. The initial ohmic current is \(4.5\times10^{-5}\) A/cm2. The tunnelling figure is a rough estimate for an interface that accepts electrons like a metal. It omits the prefactor of the transmission, which can change it by a factor of a few; capture by a limited number of traps can be much slower. The 0.336 s compensation time thus illustrates slow leakage and does not predict device speed. If charge can follow within the write pulse, the pulse also sets the initial \(q\), and the short-write assumption must be dropped.

Grains add another limit. With the same decaying field, \(H\) reaches one for grains with \(E_a\simeq7.5\) MV/cm, so the 99.5% figure does not cover a film containing many such weak grains.

Temperature affects both sides of the race. Let \(E_a\) vary as \(1/T\), with \(t_0\) and \(P_s\) fixed. Between 300 K and 358 K, \(H\) rises from 0.0026 to 0.12 if \(\tau\) is unchanged. If leakage also has a rough activation energy of 0.5 eV, the shorter \(\tau\) reduces the hot value to 0.0051. Heating need not destroy the benefit, but the result depends on how the two activated processes compare.

Finally, real electrodes screen over a finite distance. After the dead-layer field has vanished, the film-side electrode still carries the displacement \(D=P+\epsilon_0\epsilon_fE_f\). Let \(\ell\) be its screening length divided by its relative permittivity. Neglecting film leakage, the potential balance is

\[
E_fd_f+\frac{D\ell}{\epsilon_0}=0,
\]

and therefore

\[
E_f=-\frac{P\ell}{\epsilon_0(d_f+\epsilon_f\ell)} .
\]

For \(\ell=0.01\) nm the opposing field is 0.164 MV/cm. Dead-layer leakage cannot remove it, because it originates in the electrode. It lies below the ten-year limit of 0.223 MV/cm found above, so the residual field by itself is tolerable for these parameters. The same screening, however, also raises the opposing field just after writing, when \(q=0\). Counting only the film-side electrode, its magnitude is

\[
\frac{P(d_d/\epsilon_d+\ell)}{\epsilon_0[d_f+\epsilon_f(d_d/\epsilon_d+\ell)]}\simeq0.586\ \text{MV/cm},
\]

instead of 0.446 MV/cm. The coupled equations then keep only about 83% of the written polarization, and equal screening at the other electrode lowers this to about 67%. The 99.5% found above therefore holds only for nearly ideal electrodes.

A leaky dead layer is therefore useful under definite conditions: the interface must hold enough charge, that charge must arrive before appreciable back-switching, and charge left by an earlier state must be removed quickly enough when the memory is rewritten.
